# Fitting an ionic potential to the sodium chloride molecule: verification in Python

```python
# Result under test: for V(r) = A exp(-r/rho) - C/r with its minimum at r_e
# and force constant k, 1/rho = k r_e^2/C + 2/r_e.
# C = e^2/(4 pi eps0); A = repulsion strength; rho = repulsion length.
# k = mu (2 pi c omega)^2, mu = reduced mass, omega = harmonic wavenumber.
# Units: angstrom, eV, cm^-1. Example: gaseous 23Na35Cl.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

C = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10          # eV angstrom
EV_TO_CM = sc.e / (sc.h * sc.c * 100)
r_e, omega = 2.361, 365.0
m_na, m_cl, m_cl_mean = 22.98977, 34.96885, 35.45     # atomic mass units


def reduced_mass(m1, m2):
    return m1 * m2 / (m1 + m2)


def force_constant(wavenumber, mu):
    """Force constant in eV/angstrom^2 from cm^-1 and atomic mass units."""
    angular = 2 * np.pi * sc.c * 100 * wavenumber
    return mu * sc.atomic_mass * angular**2 / sc.e * 1e-20


def rho_formula(r, k):
    return 1 / (k * r**2 / C + 2 / r)


def numerical_fit(attraction, r, k, h=1e-3):
    """Fit from energies only: finite-difference slope and curvature."""
    def energy(x, log_a, length):
        return np.exp(log_a - x / length) + attraction(x)

    def best_log_a(length):
        return brentq(lambda q: (energy(r + h, q, length)
                                 - energy(r - h, q, length)) / (2 * h),
                      0, 20, xtol=1e-13)

    def mismatch(length):
        q = best_log_a(length)
        return (energy(r + h, q, length) - 2 * energy(r, q, length)
                + energy(r - h, q, length)) / h**2 - k

    length = brentq(mismatch, 0.15, 0.8, xtol=1e-12)
    return length, np.exp(best_log_a(length))


mu = reduced_mass(m_na, m_cl)
k = force_constant(omega, mu)
rho = rho_formula(r_e, k)
A = C * rho / r_e**2 * np.exp(r_e / rho)
depth = C / r_e * (1 - rho / r_e)


def V(r):
    return A * np.exp(-r / rho) - C / r


def slope(r):
    return C / r**2 - A / rho * np.exp(-r / rho)


# Closed formulas against the fit made from energies alone
rho_num, A_num = numerical_fit(lambda r: -C / r, r_e, k)
assert abs(rho_num - rho) < 1e-5      # finite-difference error
assert abs(A_num / A - 1) < 1e-3      # A amplifies the small error of rho
assert round(rho, 2) == 0.29
minimum = minimize_scalar(V, bounds=(1.5, 4), method='bounded',
                          options={'xatol': 1e-9})
assert abs(minimum.x - r_e) < 1e-5

# Well depth against the work done in pulling the ions apart
work = quad(slope, r_e, np.inf, epsabs=1e-11, epsrel=1e-10)[0]
assert abs(work - depth) < 1e-7

# Uniqueness: curvature at a fixed stationary point falls as rho grows,
# and turns negative once rho exceeds r_e/2
def curvature_numeric(length, h=1e-3):
    strength = C * length / r_e**2 * np.exp(r_e / length)
    e = [strength * np.exp(-x / length) - C / x
         for x in (r_e - h, r_e, r_e + h)]
    return (e[0] - 2 * e[1] + e[2]) / h**2


curvatures = [curvature_numeric(x) for x in np.linspace(0.15, 1.6, 60)]
assert np.all(np.diff(curvatures) < 0)
assert curvature_numeric(0.49 * r_e) > 0 > curvature_numeric(0.51 * r_e)

# Exactly two stationary points: an inner maximum and the bond minimum
scan = np.geomspace(1e-3, 50, 20001)
assert np.count_nonzero(np.diff(np.sign(slope(scan)))) == 2
r_inner = brentq(slope, 1e-3, 2 * rho)
assert V(r_inner) > V(0.9 * r_inner) and V(r_inner) > V(1.1 * r_inner)


# Vibrational levels of the fitted curve, without rotation
def vibrational_levels(points):
    r = np.linspace(1.6, 3.8, points)
    step = r[1] - r[0]
    scale = sc.hbar**2 / (2 * mu * sc.atomic_mass) / sc.e * 1e20 / step**2
    d = np.subtract.outer(np.arange(points), np.arange(points))
    safe = np.where(d == 0, 1, d)
    kinetic = np.where(d == 0, np.pi**2 / 3,
                       2 * (1 - 2 * (np.abs(d) % 2)) / safe**2)
    h_matrix = scale * kinetic + np.diag(V(r) - V(r_e))
    return np.linalg.eigvalsh(h_matrix)[:5] * EV_TO_CM


levels_coarse = vibrational_levels(200)
levels = vibrational_levels(300)
grid_shift = np.max(np.abs(levels - levels_coarse))
assert grid_shift < 1e-4
series = np.polyfit(np.arange(5) + 0.5, levels, 4)
omega_back = series[3]
assert abs(omega_back - omega) < 0.02   # small higher-order quantum terms
fundamental = levels[1] - levels[0]
assert fundamental < omega
omega_if_fundamental = omega + (omega - fundamental)
rho_fundamental = rho_formula(r_e, force_constant(omega_if_fundamental, mu))

# Classical thermal mean bond length, rotation included through r^2
temperature = 1000.0
kT = sc.k * temperature / sc.e


def thermal_mean(upper):
    def weight(r):
        return r**2 * np.exp(-(V(r) - V(r_e)) / kT)
    top = quad(lambda r: r * weight(r), 1.6, upper, points=[r_e], limit=200)[0]
    return top / quad(weight, 1.6, upper, points=[r_e], limit=200)[0]


r_thermal = thermal_mean(5.0)
assert abs(r_thermal - thermal_mean(4.5)) < 1e-6
assert r_thermal > r_e

# Neglected attractions, with rough input sizes
alpha_na, alpha_cl, c6 = 0.15, 3.0, 10.0
alpha = alpha_na + alpha_cl
# Induction energy of one ion: minimise over its dipole p (in e angstrom)
induced = minimize_scalar(lambda p: C * (p**2 / (2 * alpha_cl) - p / r_e**2))
assert abs(induced.fun + C * alpha_cl / (2 * r_e**4)) < 1e-7


def rho_general(first, second):
    return first / (k - second)


rho_pol = rho_general(C / r_e**2 + 2 * C * alpha / r_e**5,
                      -2 * C / r_e**3 - 10 * C * alpha / r_e**6)
rho_disp = rho_general(C / r_e**2 + 6 * c6 / r_e**7,
                       -2 * C / r_e**3 - 42 * c6 / r_e**8)


def attraction_pol(r):
    return -C / r - C * alpha / (2 * r**4)


rho_pol_num, A_pol = numerical_fit(attraction_pol, r_e, k)
rho_disp_num, _ = numerical_fit(lambda r: -C / r - c6 / r**6, r_e, k)
assert abs(rho_pol - rho_pol_num) < 1e-5
assert abs(rho_disp - rho_disp_num) < 1e-5
depth_pol = -(A_pol * np.exp(-r_e / rho_pol_num) + attraction_pol(r_e))
assert abs(rho_pol - rho) > abs(rho_disp - rho)

# Crossing of the ionic curve with the neutral-atom limit
ion_pair_cost = 1.5
r_cross = brentq(lambda r: V(r) + ion_pair_cost, r_e, 50)
assert r_cross > 3 * r_e

rho_no_attraction = C / (k * r_e**2)
assert rho_no_attraction > rho
k_mean = force_constant(omega, reduced_mass(m_na, m_cl_mean))

print(f"Input bond length: {r_e:.3f} angstrom")
print(f"Input harmonic wavenumber: {omega:.1f} cm^-1")
print(f"Mass of 23Na: {m_na:.5f} u")
print(f"Mass of 35Cl: {m_cl:.5f} u")
print(f"Reduced mass: {mu:.4f} u")
print(f"Coulomb constant C: {C:.4f} eV angstrom")
print(f"Force constant k: {k:.4f} eV/angstrom^2")
print(f"Force constant k, converted: {k * sc.e * 1e20:.2f} N/m")
print(f"Coulomb force at r_e: {C / r_e**2:.4f} eV/angstrom")
print(f"Repulsion curvature: {C / (r_e**2 * rho):.4f} eV/angstrom^2")
print(f"Coulomb curvature: {-2 * C / r_e**3:.4f} eV/angstrom^2")
print(f"Term k r_e^2/C: {k * r_e**2 / C:.4f} 1/angstrom")
print(f"Term 2/r_e: {2 / r_e:.4f} 1/angstrom")
print(f"Sum 1/rho: {1 / rho:.4f} 1/angstrom")
print(f"Repulsion length rho: {rho:.4f} angstrom")
print(f"rho, converted: {rho / 10:.5f} nm")
print(f"rho from energies alone: {rho_num:.4f} angstrom")
print(f"Ratio r_e/rho: {r_e / rho:.4f}")
print(f"Repulsion strength A: {A:.1f} eV")
print(f"Coulomb energy at r_e: {-C / r_e:.4f} eV")
print(f"Repulsion energy at r_e: {A * np.exp(-r_e / rho):.4f} eV")
print(f"Well depth to ions D: {depth:.4f} eV")
print(f"Work integral to ions: {work:.4f} eV")
print(f"Wrong rho without Coulomb curvature: {rho_no_attraction:.4f} angstrom")
print(f"Largest rho giving a minimum, r_e/2: {r_e / 2:.4f} angstrom")
print(f"Inner maximum position: {r_inner:.4f} angstrom")
print(f"Inner maximum energy: {V(r_inner):.0f} eV")
print(f"Harmonic wavenumber from levels: {omega_back:.3f} cm^-1")
print(f"Fundamental of fitted curve: {fundamental:.2f} cm^-1")
print(f"Level shift, 200 to 300 grid points: {grid_shift:.1e} cm^-1")
print(f"Harmonic value if 365 is fundamental: {omega_if_fundamental:.2f} cm^-1")
print(f"rho if 365 is fundamental: {rho_fundamental:.4f} angstrom")
r_up = rho_formula(r_e + 0.01, k)
w_up = rho_formula(r_e, force_constant(omega + 1, mu))
print(f"rho change for r_e + 0.01 angstrom: {r_up - rho:.5f} angstrom")
print(f"rho change for omega + 1 cm^-1: {w_up - rho:.5f} angstrom")
print(f"Mean chlorine mass: {m_cl_mean:.2f} u")
print(f"rho with mean chlorine mass: {rho_formula(r_e, k_mean):.4f} angstrom")
print(f"Temperature for thermal mean: {temperature:.0f} K")
print(f"Classical thermal mean bond length: {r_thermal:.4f} angstrom")
print(f"rho if thermal mean is used: {rho_formula(r_thermal, k):.4f} angstrom")
print(f"Rough Na+ polarizability volume: {alpha_na:.2f} angstrom^3")
print(f"Rough Cl- polarizability volume: {alpha_cl:.1f} angstrom^3")
print(f"Polarization energy at r_e: {-C * alpha / (2 * r_e**4):.2f} eV")
print(f"rho refitted with polarization: {rho_pol:.3f} angstrom")
print(f"Relative rho change, polarization: {100 * (rho_pol / rho - 1):.0f} %")
print(f"Depth to ions with polarization: {depth_pol:.2f} eV")
print(f"Rough dispersion coefficient: {c6:.0f} eV angstrom^6")
print(f"Dispersion energy at r_e: {-c6 / r_e**6:.3f} eV")
print(f"rho refitted with dispersion: {rho_disp:.3f} angstrom")
print(f"Rough cost of ions from atoms: {ion_pair_cost:.1f} eV")
print(f"Crossing with neutral-atom limit: {r_cross:.1f} angstrom")
print(f"Model depth to neutral atoms: {depth - ion_pair_cost:.1f} eV")
print("finished without a failed check")
```

Running it gives:

```
Input bond length: 2.361 angstrom
Input harmonic wavenumber: 365.0 cm^-1
Mass of 23Na: 22.98977 u
Mass of 35Cl: 34.96885 u
Reduced mass: 13.8707 u
Coulomb constant C: 14.3996 eV angstrom
Force constant k: 6.7955 eV/angstrom^2
Force constant k, converted: 108.88 N/m
Coulomb force at r_e: 2.5832 eV/angstrom
Repulsion curvature: 8.9838 eV/angstrom^2
Coulomb curvature: -2.1882 eV/angstrom^2
Term k r_e^2/C: 2.6307 1/angstrom
Term 2/r_e: 0.8471 1/angstrom
Sum 1/rho: 3.4778 1/angstrom
Repulsion length rho: 0.2875 angstrom
rho, converted: 0.02875 nm
rho from energies alone: 0.2875 angstrom
Ratio r_e/rho: 8.2110
Repulsion strength A: 2734.3 eV
Coulomb energy at r_e: -6.0990 eV
Repulsion energy at r_e: 0.7428 eV
Well depth to ions D: 5.3562 eV
Work integral to ions: 5.3562 eV
Wrong rho without Coulomb curvature: 0.3801 angstrom
Largest rho giving a minimum, r_e/2: 1.1805 angstrom
Inner maximum position: 0.0419 angstrom
Inner maximum energy: 2020 eV
Harmonic wavenumber from levels: 365.000 cm^-1
Fundamental of fitted curve: 360.79 cm^-1
Level shift, 200 to 300 grid points: 5.6e-11 cm^-1
Harmonic value if 365 is fundamental: 369.21 cm^-1
rho if 365 is fundamental: 0.2826 angstrom
rho change for r_e + 0.01 angstrom: -0.00154 angstrom
rho change for omega + 1 cm^-1: -0.00119 angstrom
Mean chlorine mass: 35.45 u
rho with mean chlorine mass: 0.2864 angstrom
Temperature for thermal mean: 1000 K
Classical thermal mean bond length: 2.4016 angstrom
rho if thermal mean is used: 0.2813 angstrom
Rough Na+ polarizability volume: 0.15 angstrom^3
Rough Cl- polarizability volume: 3.0 angstrom^3
Polarization energy at r_e: -0.73 eV
rho refitted with polarization: 0.329 angstrom
Relative rho change, polarization: 14 %
Depth to ions with polarization: 5.57 eV
Rough dispersion coefficient: 10 eV angstrom^6
Dispersion energy at r_e: -0.058 eV
rho refitted with dispersion: 0.290 angstrom
Rough cost of ions from atoms: 1.5 eV
Crossing with neutral-atom limit: 9.6 angstrom
Model depth to neutral atoms: 3.9 eV
finished without a failed check
```
